# Why the skin-depth and mean-free-path crossing scales as resistivity cubed: a program that tests the result

```python
"""
Result under test: the classical skin depth delta = sqrt(rho/(pi mu0 f)) equals
the mean free path l at f_c = rho^3/(pi mu0 Lambda^2), where Lambda = rho*l is
fixed by the Fermi surface. Hence f_c falls as the cube of the resistivity.
rho: dc resistivity; f: frequency; tau: relaxation time; x = 2 pi f tau;
RRR: room-temperature resistivity over low-temperature resistivity.
Time factor exp(-i omega t), SI units inside, thick metal filling depth > 0.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expn

MU0, EPS0 = const.mu_0, const.epsilon_0
HBAR, QE, ME, KB = const.hbar, const.e, const.m_e, const.k

# Rough copper values
rho_room = 1.7e-8
density = 8.5e28
rrr = 100.0
temperature = 293.0
mass_ratio = 1.4
contraction = 0.003
lambda_error = 0.05


def fermi_wave_number(n):
    return (3 * np.pi**2 * n) ** (1 / 3)


def resistivity_path_product(n):
    return 3 * np.pi**2 * HBAR / (QE**2 * fermi_wave_number(n) ** 2)


def skin_depth(rho, f):
    return np.sqrt(rho / (np.pi * MU0 * f))


def crossing_frequency(rho, product):
    return rho**3 / (np.pi * MU0 * product**2)


def boltzmann_conductivity_per_path(n, temp, mass):
    """Sum e^2 v_x^2 (l/v) (-df/dE) over states, divided by l."""
    fermi_energy = (HBAR * fermi_wave_number(n)) ** 2 / (2 * mass)
    y = np.linspace(-35, 35, 4001)
    energy = fermi_energy + KB * temp * y
    k = np.sqrt(2 * mass * energy) / HBAR
    v = HBAR * k / mass
    edge = 1 / (4 * np.cosh(y / 2) ** 2)
    cosines, weights = np.polynomial.legendre.leggauss(12)
    angular = 2 * np.pi * np.sum(weights * cosines**2)
    states = 2 / (2 * np.pi) ** 3 * k**2 / (HBAR * v)
    return QE**2 * angular * np.sum(states * v * edge) * (y[1] - y[0])


def field_depth_numeric(f, sigma, box, cells=4000):
    """Depth where |E| is 1/e, from finite differences of the field equation."""
    h = box / cells
    count = cells - 1
    bands = np.ones((3, count), dtype=complex)
    bands[1] = -2 + 1j * 2 * np.pi * f * MU0 * sigma * h**2
    source = np.zeros(count, dtype=complex)
    source[0] = -1
    field = np.concatenate(([1.0], solve_banded((1, 1), bands, source)))
    log_size = np.log(np.abs(field) + 1e-300)
    j = int(np.argmax(log_size < -1))
    part = (log_size[j - 1] + 1) / (log_size[j - 1] - log_size[j])
    return h * (j - 1 + part)


def inertia_depth_factor(x):
    return np.sqrt((1 + x**2) / (x + np.sqrt(1 + x**2)))


def inertia_crossing_factor(x_at_dc_crossing):
    """Crossing with inertia divided by the crossing without it."""
    def mismatch(y):
        return inertia_depth_factor(x_at_dc_crossing * y) / np.sqrt(y) - 1
    return brentq(mismatch, 1e-3, 2.0, xtol=1e-13)


def nonlocal_factor(z):
    if abs(z) < 1e-2:
        return 1 - z**2 / 5 + 3 * z**4 / 35
    return 3 * ((1 + z**2) * np.arctan(z) - z) / (2 * z**3)


def impedance_ratio(path_over_depth, x):
    """Specular surface impedance in units of rho/delta."""
    w = 1 - 1j * x

    def integrand(p):
        return 1 / (p**2 - 2j * nonlocal_factor(p * path_over_depth / w) / w)
    total = 0
    for low, high in ((0, 1), (1, np.inf)):
        real = quad(lambda p: integrand(p).real, low, high, limit=200)[0]
        imag = quad(lambda p: integrand(p).imag, low, high, limit=200)[0]
        total += real + 1j * imag
    return -4j / np.pi * total


def impedance_real_space(path_over_depth, box=20.0, h=0.02):
    """Same ratio at x = 0 from the integral equation for the field in depth."""
    count = int(round(box / h))

    def tail(u):
        return expn(2, u) - expn(4, u)
    steps = np.arange(1, 2 * count + 1)
    cell = np.empty(2 * count + 1)
    cell[1:] = tail((steps - 0.5) * h / path_over_depth)
    cell[1:] -= tail((steps + 0.5) * h / path_over_depth)
    cell[0] = 2 * (2 / 3 - tail(0.5 * h / path_over_depth))
    i = np.arange(count)
    direct = cell[np.abs(i[:, None] - i[None, :])]
    mirror = cell[i[:, None] + i[None, :] + 1]
    matrix = 2j * 0.75 * (direct + mirror)
    matrix[i, i] -= 2 / h**2
    matrix[0, 0] += 1 / h**2
    matrix[i[:-1], i[1:]] += 1 / h**2
    matrix[i[1:], i[:-1]] += 1 / h**2
    slope = 2j  # field slope at the face for unit total current
    source = np.zeros(count, dtype=complex)
    source[0] = slope / h
    return np.linalg.solve(matrix, source)[0] - slope * h / 2


# Fixed product rho*l against the Boltzmann sum, for two effective masses
product = resistivity_path_product(density)
for mass in (ME, mass_ratio * ME):
    per_path = boltzmann_conductivity_per_path(density, temperature, mass)
    assert abs(per_path * product - 1) < 1e-6

# Crossing located from the numerical field and the Boltzmann sum
per_path = boltzmann_conductivity_per_path(density, temperature, ME)
ratios = np.array([1.0, 3.0, 10.0, 100.0])
numeric_crossings = []
for ratio in ratios:
    rho = rho_room / ratio
    path = 1 / (rho * per_path)

    def depth_minus_path(log_f):
        return field_depth_numeric(10**log_f, 1 / rho, 20 * path) / path - 1
    found = 10 ** brentq(depth_minus_path, 3, 17, xtol=1e-10)
    numeric_crossings.append(found)
    assert abs(found / crossing_frequency(rho, product) - 1) < 1e-4
numeric_crossings = np.array(numeric_crossings)
slopes = np.diff(np.log(numeric_crossings)) / np.diff(np.log(1 / ratios))
assert np.max(np.abs(slopes - 3)) < 1e-3

# Main example
rho_cold = rho_room / rrr
path_room, path_cold = product / rho_room, product / rho_cold
f_room = crossing_frequency(rho_room, product)
f_cold = crossing_frequency(rho_cold, product)
v_fermi = HBAR * fermi_wave_number(density) / ME
tau_room, tau_cold = path_room / v_fermi, path_cold / v_fermi
x_room = 2 * np.pi * f_room * tau_room
x_cold = 2 * np.pi * f_cold * tau_cold
for rho, x in ((rho_room, x_room), (rho_cold, x_cold)):
    assert abs(x * MU0 * product * v_fermi / (2 * rho**2) - 1) < 1e-10
assert 2e12 < f_room < 4e12 and 2e6 < f_cold < 4e6

# Inertia: depth formula and shifted crossing against the numerical field
sigma_ac = 1 / (rho_room * (1 - 1j * x_room))
depth_ac = field_depth_numeric(f_room, sigma_ac, 20 * path_room)
assert abs(depth_ac / (path_room * inertia_depth_factor(x_room)) - 1) < 1e-4
shift_room = inertia_crossing_factor(x_room)
shift_cold = inertia_crossing_factor(x_cold)
shift_heavy = inertia_crossing_factor(mass_ratio * x_room)
f_shifted = shift_room * f_room
sigma_ac = 1 / (rho_room * (1 - 2j * np.pi * f_shifted * tau_room))
depth_ac = field_depth_numeric(f_shifted, sigma_ac, 20 * path_room)
assert abs(depth_ac / path_room - 1) < 1e-4

# Nonlocal conductivity against its angular average
nodes, weights = np.polynomial.legendre.leggauss(200)
for z in (0.3, 2.0, 5.0, 2.0 / (1 - 1j * x_room)):
    average = 0.75 * np.sum(weights * (1 - nodes**2) / (1 + 1j * z * nodes))
    assert abs(average - nonlocal_factor(z)) < 1e-9

# Surface impedance against the real-space solution and the local limit
nonlocal_ratios = {}
for r in (0.1, 1.0, 3.0):
    from_waves = impedance_ratio(r, 0.0)
    from_depth = impedance_real_space(r)
    assert abs(from_waves - from_depth) < 3e-3 * abs(from_waves)
    nonlocal_ratios[r] = from_waves.real
local_room = (1 - 1j) * np.sqrt(1 - 1j * x_room)
assert abs(impedance_ratio(1e-3, x_room) - local_room) < 1e-4
full_room = impedance_ratio(1.0, x_room)
full_cold = impedance_ratio(1.0, x_cold)

# Smaller effects
displacement = 2 * np.pi * f_room * EPS0 * rho_room
fermi_energy = (HBAR * fermi_wave_number(density)) ** 2 / (2 * ME)
cold_product = resistivity_path_product(density / (1 - contraction) ** 3)
contraction_shift = crossing_frequency(rho_cold, cold_product) / f_cold - 1
low_f = crossing_frequency(rho_room, product * (1 + lambda_error)) / f_room - 1
high_f = crossing_frequency(rho_room, product * (1 - lambda_error)) / f_room - 1

print("INPUTS (rough copper values)")
print(f"room resistivity: {rho_room*1e8:.2f} microohm cm")
print(f"electron density: {density*1e-6:.2e} per cm3")
print(f"RRR: {rrr:.0f}; room temperature: {temperature:.0f} K")
print("FIXED PRODUCT AND PATHS")
print(f"Fermi wave number: {fermi_wave_number(density)*1e-9:.2f} per nm")
print(f"Fermi velocity, free mass: {v_fermi:.3e} m/s")
print(f"Lambda = rho*l: {product:.3e} ohm m2")
print(f"cold resistivity: {rho_cold*1e8:.4f} microohm cm")
print(f"mean free path, room: {path_room*1e9:.1f} nm")
print(f"mean free path, cold: {path_cold*1e9:.0f} nm")
print("CROSSING, delta = l")
print(f"skin depth at room crossing: {skin_depth(rho_room, f_room)*1e9:.1f} nm")
print(f"skin depth at cold crossing: {skin_depth(rho_cold, f_cold)*1e9:.0f} nm")
print(f"crossing frequency, room: {f_room*1e-12:.2f} THz")
print(f"crossing frequency, cold: {f_cold*1e-6:.2f} MHz")
print(f"room over cold crossing: {f_room/f_cold:.3e}")
for a, b, s in zip(ratios[:-1], ratios[1:], slopes):
    print(f"numerical exponent, RRR {a:.0f} to {b:.0f}: {s:.5f}")
print("INERTIA")
print(f"relaxation time, room: {tau_room*1e15:.1f} fs")
print(f"relaxation time, cold: {tau_cold*1e15:.0f} fs")
print(f"omega tau at room crossing: {x_room:.3f}")
print(f"omega tau at cold crossing: {x_cold:.2e}")
print(f"field depth/delta at room crossing: {inertia_depth_factor(x_room):.3f}")
print(f"room crossing with inertia: {f_shifted*1e-12:.2f} THz")
print(f"same, effective mass {mass_ratio:.1f}: {shift_heavy*f_room*1e-12:.2f} THz")
print(f"relative shift of cold crossing: {shift_cold-1:.1e}")
print("SURFACE RESISTANCE / (rho/delta), specular face")
for r, value in nonlocal_ratios.items():
    print(f"no inertia, l/delta = {r:.1f}: {value:.3f}")
print(f"room crossing, inertia only: {local_room.real:.3f}")
print(f"room crossing, inertia and nonlocality: {full_room.real:.3f}")
print(f"cold crossing, inertia and nonlocality: {full_cold.real:.3f}")
print("SMALLER EFFECTS")
print(f"displacement/conduction current, room: {displacement:.1e}")
print(f"kT/Fermi energy, room: {KB*temperature/fermi_energy:.1e}")
print(f"assumed contraction on cooling: {100*contraction:.1f} percent")
print(f"resulting shift of cold crossing: {100*contraction_shift:.1f} percent")
print(f"Lambda {100*lambda_error:.0f} percent higher: f_c {100*low_f:.1f} percent")
print(f"Lambda {100*lambda_error:.0f} percent lower: f_c +{100*high_f:.1f} percent")
print("all tests passed")
```

Printed output:

```
INPUTS (rough copper values)
room resistivity: 1.70 microohm cm
electron density: 8.50e+22 per cm3
RRR: 100; room temperature: 293 K
FIXED PRODUCT AND PATHS
Fermi wave number: 13.60 per nm
Fermi velocity, free mass: 1.575e+06 m/s
Lambda = rho*l: 6.574e-16 ohm m2
cold resistivity: 0.0170 microohm cm
mean free path, room: 38.7 nm
mean free path, cold: 3867 nm
CROSSING, delta = l
skin depth at room crossing: 38.7 nm
skin depth at cold crossing: 3867 nm
crossing frequency, room: 2.88 THz
crossing frequency, cold: 2.88 MHz
room over cold crossing: 1.000e+06
numerical exponent, RRR 1 to 3: 3.00000
numerical exponent, RRR 3 to 10: 3.00000
numerical exponent, RRR 10 to 100: 3.00000
INERTIA
relaxation time, room: 24.6 fs
relaxation time, cold: 2456 fs
omega tau at room crossing: 0.444
omega tau at cold crossing: 4.44e-05
field depth/delta at room crossing: 0.882
room crossing with inertia: 2.29 THz
same, effective mass 1.4: 2.23 THz
relative shift of cold crossing: -4.4e-05
SURFACE RESISTANCE / (rho/delta), specular face
no inertia, l/delta = 0.1: 0.998
no inertia, l/delta = 1.0: 0.979
no inertia, l/delta = 3.0: 1.020
room crossing, inertia only: 0.806
room crossing, inertia and nonlocality: 0.836
cold crossing, inertia and nonlocality: 0.979
SMALLER EFFECTS
displacement/conduction current, room: 2.7e-06
kT/Fermi energy, room: 3.6e-03
assumed contraction on cooling: 0.3 percent
resulting shift of cold crossing: 1.2 percent
Lambda 5 percent higher: f_c -9.3 percent
Lambda 5 percent lower: f_c +10.8 percent
all tests passed
```
